Fast-Proton Capture from Hydrogen in the Oppenheimer-Brinkman-Kramers Model, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the moving atom to the cross section

A fast proton passes a hydrogen atom and leaves as a neutral atom, having taken the electron with it. The electron began at rest on average and ends moving at the speed of the proton. Something has to supply that change of motion, and the faster the proton, the harder this becomes. In an accelerator the event matters because a neutralised proton is no longer steered by the bending magnets and no longer carries net charge to a current meter. The question treated here is how the probability of capture falls with the speed of the proton, when the electron goes from the 1s state of one proton to the 1s state of the other.

Hartree atomic units are used: the electron mass, the elementary charge and ħ equal one, lengths are in Bohr radii a0, and cross sections are in a0². The target proton rests at the origin and r is the electron's position. The projectile follows the straight line

R(t) = b + vt,  b·v = 0,

where b is the impact parameter vector and the z axis lies along v. A proton is so much heavier than an electron that its path and speed hardly change during capture; the size of the deflection is estimated later. The motion is nonrelativistic. There is one electron, the forces do not act on its spin, and spin therefore plays no part.

Write s = r − R for the electron's position relative to the projectile, with r and s also denoting the lengths of these vectors. The electron's Hamiltonian is

H = −½∇² − 1/r − 1/s.

The repulsion 1/R between the two protons does not contain r. For a given b it is a function of time alone, f(t). If Ψ solves the Schrödinger equation without it, then Ψ exp(−i∫f dt) solves the equation with it, as differentiation shows. A phase common to the whole wavefunction changes no probability, so the repulsion may be left out of an exact treatment along a prescribed path. An approximate treatment need not respect this freedom, a point that will return.

Before the collision the electron is in the target's ground state,

χ_i = φ(r) exp(−iεt),  φ(r) = exp(−r)/√π,  ε = −½.

After capture it is in the ground state of a moving atom. The function φ(s) alone does not describe this, because it contains no forward motion of the electron. The correct state is

χ_f = φ(s) exp(iv·r − iv²t/2 − iεt).

This can be verified directly. Let E stand for the exponential factor. Since s = r − b − vt, the time derivative of φ(s) is −v·∇φ, and so

i ∂χ_f/∂t = E [−i v·∇φ + (½v² + ε)φ].

For the kinetic energy, the product rule gives ∇²(φ exp(iv·r)) = exp(iv·r)[∇²φ + 2i v·∇φ − v²φ]. Hence

(−½∇² − 1/s)χ_f = E [(−½∇² − 1/s)φ − i v·∇φ + ½v²φ].

The first term in the bracket equals εφ, because φ is the ground state about the projectile. The two right-hand sides agree, so χ_f solves the Schrödinger equation of the moving atom. The factor exp(iv·r) gives the electron the momentum v, and ½v² is the corresponding kinetic energy.

Let Ψ be the solution of the full problem that starts as χ_i. The capture probability is the late-time value of |⟨χ_f|Ψ⟩|². With the proton repulsion left out, the phase of this overlap keeps drifting slowly because the attraction has a long range, but its modulus settles. Because Ψ evolves under H, while χ_f evolves under H without the target attraction,

i d⟨χ_f|Ψ⟩/dt = ⟨χ_f|(−1/r)|Ψ⟩.

The first-order approximation replaces Ψ on the right by χ_i. The amplitude is zero at early times, when the two atoms are far apart, so

a(b) = −i∫dt ⟨χ_f|(−1/r)|χ_i⟩.

Here the attraction of the target appears, although one might expect capture to be caused by the projectile. The two forms are equal. Apply the same differentiation to the overlap of the two unperturbed states:

i d⟨χ_f|χ_i⟩/dt = ⟨χ_f|(−1/r + 1/s)|χ_i⟩.

The overlap vanishes both at t → −∞ and at t → +∞, since the orbitals then sit far apart. The time integral of the right side is therefore zero, and −1/r may be replaced by −1/s inside the time integral. The Oppenheimer-Brinkman-Kramers amplitude, abbreviated OBK, becomes

a(b) = −i∫dt∫d³r φ(s)(−1/s)φ(r) exp(−iv·r + iv²t/2).

The energy phases have cancelled because the initial and final 1s energies are equal. The signs in the exponential are opposite to those in χ_f because χ_f enters through its complex conjugate. This model keeps one action of one attraction and ignores the fact that χ_i and χ_f overlap during the encounter.

The combination of two centres is awkward in position space and simple in momentum space. Define

φ(r) = (2π)^(−3/2)∫d³p φ~(p) exp(ip·r),

and let W(s) = −φ(s)/s, with transform W~ defined in the same way. Both functions are real and spherical, so both transforms are real and depend on the magnitude of the momentum alone. Insert the expansion of φ(r) in the amplitude. The remaining integral over r is

∫d³r W(r − R) exp[i(p − v)·r]
= exp[i(p − v)·R]∫d³s W(s) exp[i(p − v)·s]
= (2π)^(3/2) exp[i(p − v)·R] W~(|p − v|).

The factor (2π)^(3/2) cancels the one in the expansion of φ, leaving

a(b) = −i∫dt∫d³p φ~(p)W~(|p − v|) exp[i(p − v)·R + iv²t/2].

Split p into a part k perpendicular to v and a part p_z along it. Because b is perpendicular to v,

(p − v)·R + ½v²t = k·b + (vp_z − v²)t + ½v²t = k·b + v(p_z − v/2)t.

The time integral of the last phase is 2πδ[v(p_z − v/2)], which is (2π/v)δ(p_z − v/2). The factor 1/v expresses the shorter duration of a faster passage. Thus

a(b) = −i(2π/v)∫d²k φ~(p)W~(q) exp(ik·b),

p² = q² = k² + v²/4,

where q = p − v is the electron momentum seen from the projectile. Its component along the path is v/2 − v = −v/2.

This is the central physical condition. To be captured in this model, the electron must be found in the target with forward momentum v/2, and the same electron, seen from the projectile, has momentum −v/2. The energies explain why the division is equal. A bound electron entering with momentum component p_z must have the same kinetic energy of longitudinal motion in both frames when the two binding energies match, so p_z² = (p_z − v)², whose solution is p_z = v/2. A 1s electron has little chance of such a momentum when v is large. This accounts for part of the fall of the cross section; the rest comes from the projectile's factor W~ and from the shorter passage.

The transform of the 1s orbital supplies that chance. Integration over the angles of a spherical function gives

φ~(p) = (2π)^(−3/2)(4π/p)∫₀^∞ r sin(pr) φ(r) dr.

Start from the elementary integral

∫₀^∞ exp(−αr) sin(pr) dr = p/(α² + p²).

Differentiating with respect to α and changing the sign gives

∫₀^∞ r exp(−αr) sin(pr) dr = 2αp/(α² + p²)².

At α = 1 this yields

φ~(p) = (2π)^(−3/2) π^(−1/2) 8π/(1 + p²)²
= (2√2/π)/(1 + p²)².

The last step uses (2π)^(3/2)π^(1/2) = 2√2 π². For W~, use the Schrödinger equation of the ground state, −½∇²φ + W = −½φ. In momentum space −∇² becomes p², so

½p²φ~ + W~ = −½φ~,

W~(p) = −½(p² + 1)φ~(p) = −(√2/π)/(1 + p²).

The first elementary integral gives the same result directly: with W = −exp(−r)/(r√π), one finds −(2π)^(−3/2)π^(−1/2)4π/(1 + p²), which is −(√2/π)/(1 + p²).

Now define

c² = 1 + v²/4.

Then 1 + p² = 1 + q² = k² + c², and the product needed in the amplitude is

φ~(p)W~(q) = −(4/π²)/(k² + c²)³.

The amplitude is therefore

a(b) = [8i/(πv)]∫d²k exp(ik·b)/(k² + c²)³.

The sign follows from (−i)(−1) = i, and the factor from (2π)(4/π²) = 8/π.

The capture cross section is the probability integrated over the impact plane, σ = ∫d²b |a(b)|². For any sufficiently convergent function F(k),

∫d²b |∫d²k F(k)exp(ik·b)|² = (2π)²∫d²k |F(k)|².

This is seen by writing the square as a double integral over k and k′. The integral over b then gives (2π)²δ(k − k′), which removes one of the two momentum integrals. Applying this to the amplitude,

σ = [64/(π²v²)](4π²)∫d²k/(k² + c²)⁶
= (256/v²)∫d²k/(k² + c²)⁶.

In polar coordinates d²k becomes 2πk dk after the angular integral. With y = k², this is π dy, so

∫d²k/(k² + c²)⁶ = π∫₀^∞dy/(y + c²)⁶ = π/(5c¹⁰).

It follows that

σ = 256π/(5v²c¹⁰).

Finally c² = (v² + 4)/4, so c¹⁰ = (v² + 4)⁵/4⁵. Since 256 × 4⁵ = 2⁸ × 2¹⁰ = 2¹⁸,

σ(v) = 2¹⁸π/[5v²(v² + 4)⁵] a0².

This is the OBK cross section for capture from 1s to 1s. To expose its high-speed limit, take v² out of the bracket:

σ = (2¹⁸π/5) v⁻¹² (1 + 4/v²)⁻⁵.

The last factor tends to one, and therefore

v¹²σ → 2¹⁸π/5 as v → ∞.

The numerical value of the limit is 1.647 × 10⁵ in atomic units. The inverse twelfth power is thus the leading term at high speed within this model. It is not the behaviour at every speed, and a first-order calculation alone cannot establish that it is the final law for real protons.

The twelve powers can be traced. At large momentum φ~ falls as p⁻⁴, so its square contributes v⁻⁸. The function W~ falls as p⁻², and its square contributes v⁻⁴. The area of transverse momentum that contributes grows as c², which adds v². The passage factor squared contributes v⁻². The sum is −8 − 4 + 2 − 2 = −12.

The tails themselves come from the electron's behaviour close to a nucleus. Near the origin φ ≈ (1 − r)/√π. The constant has no large-momentum tail, while the term −r has a kink at the origin. Since ∇²r = 2/r and ∇²(2/r) = −8πδ(r), the integral ∫d³r r exp(−ip·r) has the large-momentum form −8π/p⁴. Multiplication by −π^(−1/2)(2π)^(−3/2) gives (2√2/π)/p⁴, precisely the leading tail of φ~. The attraction contributes through the stronger singularity −1/s in W. In the limit of high speed, capture in this model therefore probes the sharp features of the wavefunctions at the two nuclei. At moderate speeds, such as v = 4, the broader part of the atom still matters.

## Second half: where capture happens, and where the result fails

The projectile has speed v and impact parameter b, the vectors r and s run to the electron from target and projectile, and R is the distance between the protons. The 1s orbital is φ, the initial and final travelling states are χ_i and χ_f, and c² = 1 + v²/4. Atomic units apply unless another unit is written. The first half gave

a(b) = [8i/(πv)]∫d²k exp(ik·b)/(k² + c²)³,

σ = 256π/(5v²c¹⁰) = 2¹⁸π/[5v²(v² + 4)⁵].

The amplitude shows where capture takes place. Use the identity

1/D³ = ½∫₀^∞ τ² exp(−τD) dτ,  D > 0,

with D = k² + c². The transverse integral is then Gaussian:

∫d²k exp(ik·b − τk²) = (π/τ)exp(−b²/4τ).

Consequently,

a(b) = (4i/v)∫₀^∞ τ exp(−c²τ − b²/4τ) dτ.

The modified Bessel function K₂ has the integral form

∫₀^∞ τ exp(−c²τ − b²/4τ) dτ = [b²/(2c²)]K₂(cb),

and so

a(b) = 2i b²K₂(cb)/(vc²).

The factor exp(−b²/4τ) decreases with b for every τ, so the capture probability P(b) = |a(b)|² is greatest in a head-on passage. There the integral is 1/c⁴, giving

P(0) = 16/(v²c⁸).

At large cb, K₂(cb) falls as exp(−cb) apart from a power. The capture region therefore has a radius of order 1/c, which is about 2/v at high speed. This gives a second view of the limiting power: P(0) tends to 4096/v¹⁰, and the contributing area falls as v⁻².

A probability cannot exceed one, yet P(0) grows without bound as v decreases. It reaches one at v = 1.554, or 60.4 keV. Below this energy the OBK model gives an impossible probability for central passages. Its cross section tends to 256π/(5v²) as v → 0, a divergence with no physical meaning. A value of P(0) below one does not by itself guarantee a possible total, because capture into excited states adds to the 1s probability. Nor does it make the first-order result accurate.

The amplitude can also be evaluated from its definition without momentum space. Use the coordinates ξ = (r + s)/R and η = (r − s)/R, with 1 ≤ ξ < ∞ and −1 ≤ η ≤ 1, and the azimuth about the line joining the protons. The volume element, after division by the azimuthal increment, is (R/2)³(ξ² − η²)dξdη. Furthermore, φ(r)φ(s) = exp(−Rξ)/π and 1/s = 2/[R(ξ − η)].

The OBK cross section for 1s to 1s capture has been derived, with its inverse twelfth power limit at high speed, and the model has been shown to give impossible probabilities for central passages below 60.4 keV. It remains to finish the position-space check of the formula, to see how slowly the limit is approached, and to examine how far the OBK value can be trusted.
